**Anharmonic bending of a suspended elastic sheet**

The program tests \(\kappa(q)=\kappa[1+(q_*/q)^2]\), with \(q_*=\sqrt{3k_BTY/(16\pi\kappa^2)}\), to first order in the Young modulus \(Y\). Here \(\kappa\) is the bare bending rigidity, \(q\) the wavevector, \(T\) the temperature and \(k_B\) the Boltzmann constant. It asserts agreement between the derived formulas and numerical in-plane relaxation, Gaussian cubature for a small periodic sheet, and direct loop integration with and without tension. It also asserts the crossing found in Hartree units and both limits of the equation with reinserted rigidity. For 121.6 N/m, 10 eV and 300 K, the output gives \(q_*\simeq0.011\) Å\(^{-1}\), a wavelength of 58 nm. At \(q_*\) the first-order softening of \(Y\) is 50%, so the wavevector marks a crossover and not a precise dressed rigidity. With a rough suspended-sheet tension of 0.05 N/m, the relative correction there falls to 8.7%, and a rough substrate stiffness suppresses it much further.

## Program and output

```python
# Result under test: a free classical elastic sheet has, to first order in Y,
#   kappa(q) = kappa * (1 + (qstar/q)^2),
#   qstar = sqrt(3 kB T Y / (16 pi kappa^2)).
# Y: two-dimensional Young modulus; kappa: bare bending rigidity;
# T: temperature; q: wavevector; h: height; K: transverse part of grad h grad h.
# Tension, substrate pinning and quantum statistics are sized separately.
from itertools import product
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid
from scipy.optimize import brentq

pi = np.pi

# In-plane relaxation: minimize the elastic energy for random imposed strains.
rng = np.random.default_rng(4)
relax_error = 0.0
for trial in range(12):
    lam, mu = rng.uniform(0.3, 2.0, 2)
    kx, ky = rng.normal(size=2)
    axx, ayy, axy = rng.normal(size=3) + 1j * rng.normal(size=3)
    root_l, root_m = np.sqrt(lam / 2), np.sqrt(mu)
    matrix = 1j * np.array([
        [root_l * kx, root_l * ky],
        [root_m * kx, 0],
        [0, root_m * ky],
        [np.sqrt(2) * root_m * ky / 2, np.sqrt(2) * root_m * kx / 2]])
    imposed = np.array([root_l * (axx + ayy), root_m * axx,
                        root_m * ayy, np.sqrt(2) * root_m * axy])
    displacement = np.linalg.lstsq(matrix, -imposed, rcond=None)[0]
    minimum = np.sum(abs(matrix @ displacement + imposed)**2)
    young = 4 * mu * (lam + mu) / (lam + 2 * mu)
    transverse = (ky**2 * axx - 2 * kx * ky * axy + kx**2 * ayy)
    transverse /= kx**2 + ky**2
    predicted = young * abs(transverse)**2 / 2
    relax_error = max(relax_error, abs(minimum / predicted - 1))
assert relax_error < 1e-8

# Small periodic membrane: Gaussian cubature is exact for these polynomials.
temperature_m, rigidity_m, young_m = 0.7, 1.3, 0.9
stretch = 1.3
area_m = (2 * pi)**2 / stretch
mode_index = np.array([[1, 0], [0, 1], [1, 1], [1, -1]])
modes = mode_index * np.array([1.0, stretch])
variance = temperature_m / (area_m * rigidity_m * np.sum(modes**2, axis=1)**2)
nodes, weights = np.polynomial.hermite_e.hermegauss(4)
weights = weights / weights.sum()
choices = np.array(list(product(range(4), repeat=8)))
gauss = nodes[choices]
probability = np.prod(weights[choices], axis=1)
amplitude = np.sqrt(variance / 2) * (gauss[:, 0::2] + 1j * gauss[:, 1::2])
size = 6
ix, iy = np.meshgrid(np.arange(size), np.arange(size), indexing="ij")
phase = np.exp(2j * pi * (mode_index @ np.array([ix.ravel(), iy.ravel()])) / size)
grad_x = 2 * np.real((1j * amplitude * modes[:, 0]) @ phase)
grad_y = 2 * np.real((1j * amplitude * modes[:, 1]) @ phase)


def fourier(field):
    return np.fft.fft2(field.reshape(-1, size, size), axes=(1, 2)) / size**2


freq = np.fft.fftfreq(size) * size
kx, ky = np.meshgrid(freq, freq * stretch, indexing="ij")
k_squared = kx**2 + ky**2
k_squared[0, 0] = 1.0
K = ky**2 / k_squared * fourier(grad_x**2)
K -= 2 * kx * ky / k_squared * fourier(grad_x * grad_y)
K += kx**2 / k_squared * fourier(grad_y**2)
K[:, 0, 0] = 0
quartic = area_m * young_m / 8 * np.sum(abs(K)**2, axis=(1, 2))
mean_quartic = probability @ quartic
all_modes = np.vstack([modes, -modes])
all_variance = np.concatenate([variance, variance])
rigidity_error = 0.0
for j, q_vector in enumerate(modes):
    intensity = abs(amplitude[:, j])**2
    covariance = probability @ (intensity * quartic)
    covariance -= (probability @ intensity) * mean_quartic
    measured = covariance / (area_m * variance[j]**2)
    formula = 0.0
    for p_vector, p_variance in zip(all_modes, all_variance):
        k_vector = q_vector - p_vector
        kk = k_vector @ k_vector
        if kk > 1e-12:
            cross = q_vector[0] * k_vector[1] - q_vector[1] * k_vector[0]
            formula += young_m * cross**4 / kk**2 * p_variance
    rigidity_error = max(rigidity_error, abs(measured / formula - 1))
assert rigidity_error < 1e-9

# Modulus softening: variance of the coupling to an imposed strain.
coupling_variance = probability @ np.real(K[:, 1, 0])**2
measured_softening = area_m * young_m * coupling_variance / (2 * temperature_m)
formula_softening = 0.0
for p_vector, p_variance in zip(all_modes, all_variance):
    partner = np.array([1.0, 0.0]) - p_vector
    for other, other_variance in zip(all_modes, all_variance):
        if np.allclose(partner, other):
            formula_softening += (area_m * young_m / (2 * temperature_m)
                                  * p_vector[1]**4 * p_variance * other_variance)
assert abs(measured_softening / formula_softening - 1) < 1e-9


# Direct two-dimensional loop integral at q = 1; s is scaled tension.
def loop_integral(s):
    def angular(k):
        def integrand(angle):
            p2 = (1 - k)**2 + 4 * k * np.sin(angle / 2)**2
            return np.sin(angle)**4 / (p2 * (p2 + s))
        return quad(integrand, 0, pi, epsabs=1e-10, epsrel=1e-8, limit=200)[0]
    inside = quad(lambda k: k * angular(k), 0, 1, epsabs=1e-8, epsrel=1e-7)[0]
    outside = quad(lambda k: k * angular(k), 1, np.inf,
                   epsabs=1e-8, epsrel=1e-7)[0]
    return 2 * (inside + outside) / (2 * pi)**2


def tension_factor(s):
    return 0.5 * (1 - s * np.log1p(1 / s) + np.log1p(s) / s)


loop_numeric = loop_integral(0.0)
loop_formula = 3 / (16 * pi)
assert abs(loop_numeric / loop_formula - 1) < 1e-5

# Example in SI units and an independent crossing in Hartree atomic units.
young = 121.6
rigidity_ev = 10.0
temperature = 300.0
rigidity = rigidity_ev * const.e
thermal = const.k * temperature
qstar = np.sqrt(3 * thermal * young / (16 * pi * rigidity**2))
hartree = const.physical_constants["Hartree energy"][0]
bohr = const.physical_constants["Bohr radius"][0]
young_au = young * bohr**2 / hartree
rigidity_au = rigidity / hartree
thermal_au = thermal / hartree


def crossing(q):
    return thermal_au * young_au * loop_numeric / (rigidity_au * q)**2 - 1


qstar_au = brentq(crossing, 1e-5, 1.0)
assert abs(qstar_au / bohr / qstar - 1) < 1e-5
assert abs(qstar * 1e-10 - 0.011) < 0.0005

# Reinserted rigidity, with the Young modulus left unscreened.
x = np.logspace(-5, 3, 8001)
step = np.log(x[1] / x[0])
ratio = 1 + 1 / x


def dressed(c):
    inner = cumulative_trapezoid(x**2 / c, dx=step, initial=0)
    inner += x[0]**2 / (3 * c[0])
    outer = cumulative_trapezoid((x**-2 / c)[::-1], dx=step, initial=0)[::-1]
    outer = outer + 0.5 / x[-1]**2
    return 1 + inner / x**4 + outer


for iteration in range(200):
    ratio = np.sqrt(ratio * dressed(ratio))
assert np.max(abs(dressed(ratio) / ratio - 1)) < 1e-8
low_amplitude = np.interp(1e-3, x, ratio * x)
assert abs(low_amplitude / (2 / np.sqrt(3)) - 1) < 0.005
high_amplitude = np.interp(30.0, x, (ratio - 1) * x**2)
assert abs(high_amplitude - 1) < 0.01
ratio_at_star = np.interp(1.0, x, ratio)

# Rough typical values for a monolayer MoS2 sheet and its surroundings.
density = 3.0e-6
lattice = 0.32e-9
poisson = 0.25
tension = 0.05
substrate = 1.0e20
tension_star = rigidity * qstar**2
strain_star = tension_star * (1 - poisson) / young
s_example = tension / tension_star
for s in (1.0, s_example):
    assert abs(loop_integral(s) / (loop_formula * tension_factor(s)) - 1) < 1e-5
correction_equal = tension_factor(1.0) / 2
correction_tension = tension_factor(s_example) / (1 + s_example)

# Pinning: add a constant substrate stiffness to the bending propagator.
q_pin = (substrate / rigidity)**0.25
b = (q_pin / qstar)**4
pin_inner = quad(lambda p: p**5 / (p**4 + b), 0, 1)[0]
split = 10 * b**0.25
pin_outer = quad(lambda p: p / (p**4 + b), 1, split, limit=200)[0]
pin_outer += quad(lambda p: p / (p**4 + b), split, np.inf)[0]
correction_pinned = pin_inner + pin_outer
pinned_relative = correction_pinned / (1 + b)

# Quantum height fluctuations up to a circular Brillouin-zone cutoff.
omega_star = np.sqrt(rigidity / density) * qstar**2
energy_star = const.hbar * omega_star
cell_area = np.sqrt(3) / 2 * lattice**2
q_cut = np.sqrt(4 * pi / cell_area)
cut = q_cut / qstar


def quantum_factor(p):
    y = energy_star * p**2 / (2 * thermal)
    return 1 + y**2 / 3 if y < 1e-4 else y / np.tanh(y)


quantum_inner = quad(lambda p: p * quantum_factor(p), 0, 1)[0]
quantum_outer = quad(lambda t: np.exp(-2 * t) * quantum_factor(np.exp(t)),
                     0, np.log(cut), epsabs=1e-10)[0]
quantum_change = quantum_inner + quantum_outer - 1
sound_energy = const.hbar * np.sqrt(young / density) * qstar
assert energy_star < 0.01 * thermal and sound_energy < 0.1 * thermal
assert abs(quantum_change) < 0.01
assert pinned_relative < 0.01

print(f"Young modulus: {young:.1f} N/m")
print(f"Young modulus, converted: {young / const.e * 1e-20:.4f} eV/angstrom^2")
print(f"Bending rigidity: {rigidity_ev:.1f} eV")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy: {thermal / const.e:.6f} eV")
print(f"Loop coefficient, direct integral: {loop_numeric:.7f} (dimensionless)")
print(f"Loop coefficient, formula: {loop_formula:.7f} (dimensionless)")
print(f"Square of crossover wavevector: {qstar**2 * 1e-20:.4e} angstrom^-2")
print(f"Crossover wavevector: {qstar * 1e-10:.5f} angstrom^-1")
print(f"Crossover wavevector, atomic units: {qstar_au:.6f} bohr^-1")
print(f"Crossover wavelength 2 pi/qstar: {2 * pi / qstar * 1e9:.2f} nm")
print(f"Wavevector for 10% correction: {np.sqrt(10) * qstar * 1e-10:.5f} angstrom^-1")
for q_angstrom in (0.10, 0.05, 0.02):
    correction = (thermal * young * loop_numeric
                  / (rigidity * q_angstrom * 1e10)**2)
    print(f"First-order correction at {q_angstrom:.2f} angstrom^-1: {100 * correction:.2f} %")
print(f"In-plane relaxation, largest relative error: {relax_error:.1e}")
print(f"Rigidity cubature, largest relative error: {rigidity_error:.1e}")
softening = thermal * young * loop_numeric / (2 * rigidity**2 * qstar**2)
print(f"First-order Young-modulus reduction at qstar: {100 * softening:.1f} %")
print(f"Reinserted rigidity/bare at qstar, Y unscreened: {ratio_at_star:.4f}")
print(f"Low-q amplitude of reinserted rigidity: {low_amplitude:.4f}")
print(f"Rough mass density: {density:.1e} kg/m^2")
print(f"Rough lattice constant: {lattice * 1e9:.2f} nm")
print(f"Rough Poisson ratio: {poisson:.2f}")
print(f"Tension equal to kappa*qstar^2: {tension_star:.5f} N/m")
print(f"Corresponding equal-biaxial strain: {100 * strain_star:.5f} %")
print(f"Relative correction at qstar at that tension: {correction_equal:.4f}")
print(f"Rough suspended-sheet tension: {tension:.3f} N/m")
print(f"Scaled rough tension at qstar: {s_example:.3f}")
print(f"Relative correction at qstar, rough tension: {correction_tension:.4f}")
print(f"Rough substrate stiffness: {substrate:.1e} N/m^3")
print(f"Substrate pinning wavevector: {q_pin * 1e-10:.4f} angstrom^-1")
print(f"Pinned loop correction/bare rigidity at qstar: {correction_pinned:.3e}")
print(f"Pinned correction/total harmonic stiffness: {pinned_relative:.3e}")
print(f"Bending quantum at qstar: {energy_star / const.e * 1e6:.3f} micro-eV")
print(f"In-plane quantum scale at qstar: {sound_energy / const.e * 1e3:.4f} meV")
print(f"Lattice cutoff wavevector: {q_cut * 1e-10:.3f} angstrom^-1")
print(f"Quantum and cutoff change of loop at qstar: {100 * quantum_change:.4f} %")
print("all good")
```

Running it gives:

```
Young modulus: 121.6 N/m
Young modulus, converted: 7.5897 eV/angstrom^2
Bending rigidity: 10.0 eV
Temperature: 300 K
Thermal energy: 0.025852 eV
Loop coefficient, direct integral: 0.0596831 (dimensionless)
Loop coefficient, formula: 0.0596831 (dimensionless)
Square of crossover wavevector: 1.1710e-04 angstrom^-2
Crossover wavevector: 0.01082 angstrom^-1
Crossover wavevector, atomic units: 0.005726 bohr^-1
Crossover wavelength 2 pi/qstar: 58.06 nm
Wavevector for 10% correction: 0.03422 angstrom^-1
First-order correction at 0.10 angstrom^-1: 1.17 %
First-order correction at 0.05 angstrom^-1: 4.68 %
First-order correction at 0.02 angstrom^-1: 29.28 %
In-plane relaxation, largest relative error: 6.7e-16
Rigidity cubature, largest relative error: 2.6e-14
First-order Young-modulus reduction at qstar: 50.0 %
Reinserted rigidity/bare at qstar, Y unscreened: 1.6101
Low-q amplitude of reinserted rigidity: 1.1547
Rough mass density: 3.0e-06 kg/m^2
Rough lattice constant: 0.32 nm
Rough Poisson ratio: 0.25
Tension equal to kappa*qstar^2: 0.01876 N/m
Corresponding equal-biaxial strain: 0.01157 %
Relative correction at qstar at that tension: 0.2500
Rough suspended-sheet tension: 0.050 N/m
Scaled rough tension at qstar: 2.665
Relative correction at qstar, rough tension: 0.0871
Rough substrate stiffness: 1.0e+20 N/m^3
Substrate pinning wavevector: 0.2811 angstrom^-1
Pinned loop correction/bare rigidity at qstar: 1.163e-03
Pinned correction/total harmonic stiffness: 2.556e-09
Bending quantum at qstar: 5.633 micro-eV
In-plane quantum scale at qstar: 0.4535 meV
Lattice cutoff wavevector: 1.190 angstrom^-1
Quantum and cutoff change of loop at qstar: -0.0018 %
all good
```
